\section*{Why One TE and One TM Beam Leave No Dose Fringes}

\section{Two coherent beams and a flat dose}

Suppose two mutually coherent beams cross in a photoresist, each delivering a dose of 10 mJ/cm$^2$ on its own. If coherence alone guaranteed fringes, the dose would swing between 0 and 40 mJ/cm$^2$, and a grating could be printed. Let the beams share a plane of incidence, and let one be TE (electric field perpendicular to that plane) and the other TM (electric field in it). With attenuation and reflection left out, the dose is instead 20 mJ/cm$^2$ everywhere, and a resist whose response depends only on the dose records no line, whatever the threshold or development time. Yet the beams do interfere: their joint polarization changes periodically across the resist. The question is why the resist does not respond to that pattern, and how well its indifference holds.

\section{What an isotropic resist reads}

Let $z$ point into the resist and let fields vary as $e^{-i\omega t}$. In a nonmagnetic medium with complex scalar permittivity $\varepsilon=\varepsilon'+i\varepsilon''$, Maxwell's equations are
\begin{equation}
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=-i\omega\varepsilon\mathbf E .
\end{equation}
The mean energy flux is $\mathbf S=\tfrac12\mathrm{Re}(\mathbf E\times\mathbf H^*)$. Its divergence follows from
\begin{align}
\nabla\cdot(\mathbf E\times\mathbf H^*)
&=\mathbf H^*\cdot(\nabla\times\mathbf E)-\mathbf E\cdot(\nabla\times\mathbf H^*)\nonumber\\
&=i\omega\mu_0|\mathbf H|^2-i\omega\varepsilon^*|\mathbf E|^2 .
\end{align}
The magnetic term is imaginary. Since $-i\varepsilon^*=-i\varepsilon'-\varepsilon''$, half the real part gives
\begin{equation}
-\nabla\cdot\mathbf S=\tfrac12\,\omega\varepsilon''|\mathbf E|^2 .
\label{eq:abs}
\end{equation}
Isotropy enters through the scalar $\varepsilon$: a given $|\mathbf E|^2$ deposits the same energy whatever the direction or ellipticity of the field. Below, ``dose'' means the local quantity proportional to $|\mathbf E|^2$, scaled so that each beam alone gives 10 mJ/cm$^2$. It is not the flux through the resist surface.

\section{The interference term, pair by pair}

Both beams lie in the $xz$ plane, at angles $\pm\theta$ to the $z$ axis:
\begin{equation}
\mathbf k_1=k(\sin\theta,0,\cos\theta),\qquad
\mathbf k_2=k(-\sin\theta,0,\cos\theta),
\end{equation}
with $k=2\pi n/\lambda_0$. For now the resist index $n$ is real. Give the beams unit polarization vectors $\mathbf e_1,\mathbf e_2$ and real amplitudes $a,b$; a constant relative phase only shifts the origin of $x$. Then
\begin{align}
|\mathbf E|^2&=|a\mathbf e_1e^{i\mathbf k_1\cdot\mathbf r}+b\mathbf e_2e^{i\mathbf k_2\cdot\mathbf r}|^2\nonumber\\
&=a^2+b^2+2ab\,\mathrm{Re}\!\left[(\mathbf e_1\cdot\mathbf e_2^*)e^{i\phi}\right],
\label{eq:two}
\end{align}
where
\begin{equation}
\phi=(\mathbf k_1-\mathbf k_2)\cdot\mathbf r=2kx\sin\theta=\frac{2\pi x}{p},\qquad
p=\frac{\lambda_0}{2\,\mathrm{NA}},\quad \mathrm{NA}=n\sin\theta .
\end{equation}
The real part in \eqref{eq:two} swings between $\pm|\mathbf e_1\cdot\mathbf e_2^*|$, so the visibility, $(\max-\min)/(\max+\min)$, is
\begin{equation}
V=\frac{2ab\,|\mathbf e_1\cdot\mathbf e_2^*|}{a^2+b^2}.
\label{eq:V}
\end{equation}

Take $\lambda_0=193$ nm, $n=1.70$ and $\mathrm{NA}=1.00$. Then $\theta=36.0^\circ$ and $p=193/2=96.5$ nm. With equal amplitudes the pairings contribute as follows.

\begin{itemize}
\item TE with TE: both fields lie along $\hat{\mathbf y}$, so $V=1$ and the dose runs from 0 to 40 mJ/cm$^2$.
\item TM with TM: the vectors are $(\cos\theta,0,\mp\sin\theta)$. Their product is $\cos^2\theta-\sin^2\theta=\cos2\theta=0.308$. The dose runs over $20(1\pm0.308)$, from 13.8 to 26.2 mJ/cm$^2$.
\item TE with TM: $\hat{\mathbf y}\cdot(\cos\theta,0,\sin\theta)=0$, so $V=0$ and the dose is 20 mJ/cm$^2$ throughout.
\end{itemize}

The last zero differs in kind from a small TM--TM contrast. It does not depend on $\theta$, on the amplitudes or on the relative phase.

The same bookkeeping handles beams that carry both components. If each has equal TE and TM parts, in phase when referred to $\hat{\mathbf y}$ and the TM vectors listed above (reversing one TM part would give $\tfrac12(1-\cos2\theta)=0.346$ instead), the product is
\begin{equation}
\tfrac12(\hat{\mathbf y}+\mathbf e_{\mathrm{TM},1})\cdot(\hat{\mathbf y}+\mathbf e_{\mathrm{TM},2})
=\tfrac12(1+\cos2\theta)=0.654 .
\end{equation}
The two mixed pairings add nothing; the like pairings supply all the contrast.

\section{What coherence contributes}

Return to one TE and one TM beam, with $\mathbf e_2=(\cos\theta,0,\sin\theta)$ and $a=b$. Apart from a common phase,
\begin{equation}
\mathbf E=a(\hat{\mathbf y}e^{i\phi}+\mathbf e_2).
\end{equation}
Both vectors are perpendicular to $\mathbf k_2$, so the field stays in one fixed plane. Define two diagonal directions in it,
\begin{equation}
\mathbf u_\pm=\frac{\hat{\mathbf y}\pm\mathbf e_2}{\sqrt2},\qquad
\hat{\mathbf y}=\frac{\mathbf u_++\mathbf u_-}{\sqrt2},\qquad
\mathbf e_2=\frac{\mathbf u_+-\mathbf u_-}{\sqrt2}.
\end{equation}
Substituting these and taking out $e^{i\phi/2}$ gives
\begin{align}
\mathbf E&=\frac{a e^{i\phi/2}}{\sqrt2}\left[(e^{i\phi/2}+e^{-i\phi/2})\mathbf u_+
+(e^{i\phi/2}-e^{-i\phi/2})\mathbf u_-\right]\nonumber\\
&=\sqrt2\,a\,e^{i\phi/2}\left[\cos\tfrac{\phi}{2}\,\mathbf u_+
+i\sin\tfrac{\phi}{2}\,\mathbf u_-\right].
\label{eq:ellipse}
\end{align}
The factor $i$ puts the two components a quarter cycle apart, so they are the semi-axes of an ellipse. Its minor-to-major axis ratio is $\tan(\phi/2)$ for $0\le\phi\le90^\circ$. The sense of rotation reverses when $\sin(\phi/2)\cos(\phi/2)$ changes sign.

Now place absorbers that respond only to the field along $\mathbf u_+$ or only to that along $\mathbf u_-$. From \eqref{eq:ellipse},
\begin{equation}
|\mathbf u_\pm\cdot\mathbf E|^2=a^2(1\pm\cos\phi).
\label{eq:probes}
\end{equation}
In units of one beam's intensity, the states and signals are:

\begin{center}
\begin{tabular}{rrlrrr}
$\phi$ & $x$ (nm) & state & $\mathbf u_+$ & $\mathbf u_-$ & sum\\
$0^\circ$ & 0.0 & linear, $\mathbf u_+$ & 2.0 & 0.0 & 2.0\\
$60^\circ$ & 16.1 & ellipse, ratio 0.577 & 1.5 & 0.5 & 2.0\\
$90^\circ$ & 24.1 & circular & 1.0 & 1.0 & 2.0\\
$180^\circ$ & 48.3 & linear, $\mathbf u_-$ & 0.0 & 2.0 & 2.0\\
$270^\circ$ & 72.4 & opposite circular & 1.0 & 1.0 & 2.0
\end{tabular}
\end{center}

Each oriented absorber sees fringes of full visibility. The two sets are opposite, and their sum is flat. This is the physical answer: coherence moves energy between field directions, while an isotropic absorber counts all directions equally.

Randomly oriented molecules perform the same sum. Let a molecule absorb in proportion to $|\mathbf d\cdot\mathbf E|^2$, with $\mathbf d$ a real unit vector. For uniformly distributed directions, $\langle d_id_j\rangle$ can favour no axis and has trace 1, so it equals $\delta_{ij}/3$. Hence
\begin{equation}
\langle|\mathbf d\cdot\mathbf E|^2\rangle=\tfrac13|\mathbf E|^2=\tfrac23a^2,
\end{equation}
independent of $x$.

Partial coherence separates the two roles further. If the correlation coefficient between the beams is $\mu$, the correlation matrix of the field components along $\hat{\mathbf y}$ and $\mathbf e_2$ is
\begin{equation}
J=a^2\begin{pmatrix}1&\mu e^{i\phi}\\ \mu^*e^{-i\phi}&1\end{pmatrix}.
\end{equation}
Its eigenvalues are $a^2(1\pm|\mu|)$. The degree of polarization, their difference divided by their sum, is therefore $|\mu|$. The dose is the trace, $2a^2$, which does not contain $\mu$. For a relative phase spread uniformly over $\pm1$ rad, $\mu=\tfrac12\int_{-1}^{1}e^{i\eta}d\eta=\sin1=0.84$: the polarization pattern is weakened and the dose is unchanged. At $\mu=0$ the pattern is gone, again at the same dose.

\section{Reflection adds depth fringes, not lateral ones}

A flat stack of layers with scalar permittivity (isotropic and achiral) is symmetric under $y\to-y$. A TE field is odd under this reflection and a TM field is even, so the interfaces cannot convert one into the other. With all reflections included,
\begin{equation}
\mathbf E=\hat{\mathbf y}f(z)e^{ik_xx}+\mathbf g(z)e^{-ik_xx},\qquad
k_x=k_0\,\mathrm{NA},\quad k_0=\frac{2\pi}{\lambda_0},
\end{equation}
where $\mathbf g$ lies in the $xz$ plane. Therefore $|\mathbf E|^2=|f|^2+|\mathbf g|^2$, which may vary with depth but not with $x$. The argument also covers an absorbing film, where $\mathbf g$ is complex.

For a 100 nm film of index $1.70+0.02i$ on a substrate of index $0.9+2.8i$, the interface reflects 64\% of the TE and 51\% of the TM intensity. With reflection at the top surface left out, the largest dose in the film is 4.3 times the smallest. This is a strong standing wave in depth, with no lateral fringe.

\section{What spoils the zero}

\subsection{Imperfect beams}

Rotate the polarization of the TM beam by $\delta$ about its own direction of travel. Its vector becomes $\cos\delta\,\mathbf e_2+\sin\delta\,\hat{\mathbf y}$, whose product with $\hat{\mathbf y}$ is $\sin\delta$. For $\delta=2^\circ$, $V=0.035$, a dose swing of $\pm0.7$ mJ/cm$^2$ about 20.

If instead the TM beam's plane of incidence is turned about $z$ by $\psi$, its vector becomes $(\cos\theta\cos\psi,\cos\theta\sin\psi,\sin\theta)$ and $V=\cos\theta\sin\psi$. For $\psi=2^\circ$ this is $0.809\times0.0349=0.028$. A common plane of incidence is thus a real condition of the result.

\subsection{Molecular order}

Let the absorbers be partly aligned along a unit vector $\mathbf u$, with no preferred direction around it and with order parameter $S=\langle\tfrac32(\mathbf d\cdot\mathbf u)^2-\tfrac12\rangle$. Then $\langle(\mathbf d\cdot\mathbf u)^2\rangle=(1+2S)/3$, and each perpendicular direction receives half the remainder, $(1-S)/3$. The absorption weights are therefore
\begin{equation}
M_{ij}=3\langle d_id_j\rangle=(1-S)\delta_{ij}+3Su_iu_j .
\end{equation}
For $\mathbf u=(1,1,0)/\sqrt2$, the interference weight is $\hat{\mathbf y}\cdot M\mathbf e_2=\tfrac32S\cos\theta$. The single-beam weights are $1+\tfrac12S$ for TE and $1-S+\tfrac32S\cos^2\theta$ for TM. Twice the first divided by the sum of the others gives
\begin{equation}
V=\frac{3S\cos\theta}{2+S(\tfrac32\cos^2\theta-\tfrac12)} .
\end{equation}
With $S=0.02$, $V=0.024$. The effect of such order on wave propagation is neglected here. If $\mathbf u$ lies along the film normal, $\mathbf u\cdot\hat{\mathbf y}=0$ and the fringe vanishes. Isotropy is therefore not necessary for the zero. It is sufficient only for achiral absorbers. Randomly oriented chiral molecules absorb the two circular states unequally; if the fractional difference is $g$, they see a fringe of period $p$ with $V=g(1+\cos2\theta)/4$, about $7\times10^{-4}$ for $g=0.002$.

\subsection{Using up fixed molecules}

Random orientation makes the absorption isotropic at the start of exposure. It need not remain so. Suppose each acid generator has one fixed transition axis and is consumed when it reacts. Let $C$ be the orientation-averaged conversion per unit dose, $D$ the total dose, $\hat{\mathbf e}=\mathbf E/|\mathbf E|$ and $w=|\mathbf d\cdot\hat{\mathbf e}|^2$. Since $\langle w\rangle=1/3$, a molecule converts at the rate $3Cw$ per unit dose, and the converted fraction is
\begin{equation}
Y=1-\langle e^{-3CDw}\rangle
= CD-\tfrac92(CD)^2\langle w^2\rangle+\dots
\end{equation}
The fourth-rank isotropic average is
$\langle d_id_jd_kd_l\rangle=(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$. Contracting it with $\hat e_i\hat e_j^*\hat e_k\hat e_l^*$ gives $\langle w^2\rangle=(2+|\hat{\mathbf e}\cdot\hat{\mathbf e}|^2)/15$. For equal beams, $\hat{\mathbf e}\cdot\hat{\mathbf e}=(e^{2i\phi}+1)/2$, whose modulus is $|\cos\phi|$. To second order in $CD$,
\begin{equation}
Y\simeq CD-0.6(CD)^2-0.3(CD)^2\cos^2\phi .
\end{equation}
A fringe has appeared, with period $p/2=48.3$ nm. It distinguishes linear from circular polarization, but not one linear direction from the other.

Take $C=0.03$ cm$^2$/mJ and $D=20$ mJ/cm$^2$, so $CD=0.6$. This is too large for the expansion, which predicts a linear--circular difference of $0.3\times0.36=0.108$. The full averages, with $v$ the cosine of the angle from the symmetry axis of each state, are
\begin{align}
Y_{\rm lin}&=1-\int_0^1e^{-3CDv^2}dv=0.378,\\
Y_{\rm circ}&=1-\int_0^1e^{-3CD(1-v^2)/2}dv=0.430 .
\end{align}
Linear light spends more of its dose on aligned molecules that have already reacted, and reaches the perpendicular ones poorly. The visibility of the converted fraction is $(0.430-0.378)/(0.430+0.378)$, or 0.065 from the unrounded values.

Acid diffusion reduces it. A Gaussian blur of standard deviation $\sigma$ multiplies a fringe of period $p/2$ by $\exp[-2\pi^2\sigma^2/(p/2)^2]$. For $\sigma=10$ nm the factor is 0.43, leaving a visibility of 0.028. If the molecules reorient rapidly during exposure, or are excited through an isotropic host, every molecule has the same mean rate. Then $Y=1-e^{-CD}=0.451$ everywhere and the fringe is absent.

\section{Weighing the terms for a real resist}

The wavelength, angle, index, dose, $C$ and blur are round values meant to be roughly typical of 193 nm water-immersion lithography. The bare, silicon-like substrate is not: an antireflective layer would normally lie beneath the resist and weaken the depth fringes. The 2$^\circ$ errors and 2\% order are trial values, not tool or material specifications. Consumption of the acid generators can make a real resist depart from the ideal. With fixed single-axis molecules and two equal beams without reflections, it moves the visibility of the converted fraction from zero to 0.065 before blur and 0.028 after it. Standing waves change the local dose and make the local TE and TM intensities unequal, so these values then change with depth: in the reflecting film above, the visibility before blur runs from 0.009 to 0.094. The result also depends on the single-axis assumption: a fixed molecule that absorbs equally along two axes of a plane gives 0.019 before blur and 0.008 after it. How closely a given resist follows either model is not settled here. In the reflecting film the $2^\circ$ polarization rotation likewise gives a visibility that varies with depth, from 0.005 to 0.044. Without reflections, the trial alignment errors and molecular order give visibilities of 0.024 to 0.035, about a tenth of the TM--TM dose visibility of 0.308 at the same angle; larger errors or stronger order would give more. The numerical output lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Vacuum wavelength: 193.0 nm
Resist index: 1.70; beam NA: 1.00
Beam angle in resist: 36.03 deg
cos(theta): 0.8087; cos(2 theta): 0.3080
Period of polarization pattern: 96.50 nm
Dose of each beam: 10.0 mJ/cm2
TE+TE: visibility 1.0000, dose min 0.00, max 40.00 mJ/cm2
TM+TM: visibility 0.3080, dose min 13.84, max 26.16 mJ/cm2
TE+TM: visibility 0.0000, dose min 20.00, max 20.00 mJ/cm2
Crossed absorbers, signals in units of one beam's intensity:
 phi   0 deg, x  0.00 nm: axis ratio 0.000, spin +0.000, plus 2.000, minus 0.000, sum 2.000
 phi  60 deg, x 16.08 nm: axis ratio 0.577, spin +0.866, plus 1.500, minus 0.500, sum 2.000
 phi  90 deg, x 24.12 nm: axis ratio 1.000, spin +1.000, plus 1.000, minus 1.000, sum 2.000
 phi 180 deg, x 48.25 nm: axis ratio 0.000, spin -0.000, plus 0.000, minus 2.000, sum 2.000
 phi 270 deg, x 72.38 nm: axis ratio 1.000, spin -1.000, plus 1.000, minus 1.000, sum 2.000
Direction-averaged signal: 0.6667 (one-beam units)
Phase jitter half-width: 1.0 rad
 degree of polarization: 0.8415; |E|^2: 2.0000
Film index: 1.70+0.02j; substrate index: 0.9+2.8j
Film thickness: 100 nm
 reflectance TE: 0.641; TM: 0.508
 dose max/min through depth: 4.29
 largest lateral visibility below 1e-11: True
Alignment error: 2.0 deg
 visibility from polarization rotation: 0.0349
 visibility from azimuth error: 0.0282
Order parameter: 0.02; visibility, axis at 45 deg: 0.0241
Dill C: 0.030 cm2/mJ; total dose: 20.0 mJ/cm2; C*D: 0.60
 conversion, orientation-blind: 0.4512
 conversion, fixed dipoles, linear: 0.3776
 conversion, fixed dipoles, circular: 0.4300
 depletion fringe period: 48.25 nm
 depletion visibility before blur: 0.0649
 acid blur: 10.0 nm; damping factor: 0.4283
 depletion visibility after blur: 0.0278
\end{verbatim}
